# The Lattice Green Function for the Discrete Poisson Equation in Free Space: test program

```python
"""Free-space lattice Green function G of the seven-point Laplacian.
Claim: 6 G(n) - (sum over six neighbours) = delta(n,0), G(0) = 0.2527, and
u = G * s solves the discrete Poisson equation -Lap u = s with open boundaries.
n: integer lattice vector; s: source of finite support; h: grid spacing;
sigma: width of a Gaussian charge; potentials in V, energies in eV."""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.fft import dstn, fftn, ifftn, rfftn, irfftn
from scipy.special import erf, ive


def green_table(size, t_max=1.0e7):
    """G for 0 <= n_i < size from the Bessel-product integral."""
    x, w = np.polynomial.legendre.leggauss(20)
    times, weights = [0.5 * (x + 1)], [0.5 * w]
    edges = np.linspace(0, np.log(t_max), 18)
    for a, b in zip(edges[:-1], edges[1:]):
        t = np.exp(0.5 * (b - a) * x + 0.5 * (a + b))
        times.append(t)
        weights.append(0.5 * (b - a) * w * t)
    t, w = np.concatenate(times), np.concatenate(weights)
    n = np.arange(size)
    bessel = ive(n[None, :], 2 * t[:, None])
    pairs = (bessel[:, :, None] * bessel[:, None, :]).reshape(len(t), -1)
    table = (pairs.T @ (bessel * w[:, None])).reshape(size, size, size)
    c = (4 * n**2 - 1) / 16
    c_sum = c[:, None, None] + c[None, :, None] + c[None, None, :]
    tail = 2 * t_max**-0.5 - (2 / 3) * t_max**-1.5 * c_sum
    return table + tail / (4 * np.pi)**1.5


def minus_laplacian(u):
    """Seven-point operator on the interior nodes of u."""
    c = u[1:-1, 1:-1, 1:-1]
    return (6 * c - u[2:, 1:-1, 1:-1] - u[:-2, 1:-1, 1:-1]
            - u[1:-1, 2:, 1:-1] - u[1:-1, :-2, 1:-1]
            - u[1:-1, 1:-1, 2:] - u[1:-1, 1:-1, :-2])


def convolve_open(source, table):
    """Convolution with G through zero padding to twice the box."""
    size = source.shape[0]
    i = np.arange(2 * size)
    i = np.minimum(i, 2 * size - i)
    kernel = table[np.ix_(i, i, i)]
    shape = (2 * size,) * 3
    out = irfftn(rfftn(source, s=shape) * rfftn(kernel), s=shape)
    return out[:size, :size, :size]


def zone_sum(n, points):
    """Definition of G on a half-shifted k grid (even integrand)."""
    k = 2 * np.pi * (np.arange(points // 2) + 0.5) / points
    a = 2 - 2 * np.cos(k)
    symbol = a[:, None, None] + a[None, :, None] + a[None, None, :]
    cx, cy, cz = [np.cos(k * m) for m in n]
    return np.einsum('ijk,i,j,k->', 1 / symbol, cx, cy, cz,
                     optimize=True) / (points // 2)**3


def grounded_box(charges, target, side):
    """Discrete potential at target inside a cube with grounded walls."""
    source = np.zeros((side - 1,) * 3)
    mid = side // 2 - 1
    for q, p in charges:
        source[tuple(mid + np.array(p))] += q
    a = 2 - 2 * np.cos(np.pi * np.arange(1, side) / side)
    symbol = a[:, None, None] + a[None, :, None] + a[None, None, :]
    u = dstn(dstn(source, type=1, norm='ortho') / symbol,
             type=1, norm='ortho')
    return u[tuple(mid + np.array(target))]


G = green_table(49)
G0 = G[0, 0, 0]
assert abs(G0 - 0.2527) < 5e-5

# Bessel integral against the Brillouin-zone definition
zone = {}
for n in [(0, 0, 0), (1, 1, 0), (3, 2, 1)]:
    coarse, fine = zone_sum(n, 128), zone_sum(n, 256)
    zone[n] = (coarse, fine, 2 * fine - coarse)
    assert abs(zone[n][2] - G[n]) < 1e-6

# Defining difference equation
span = np.abs(np.arange(-20, 21))
full = G[np.ix_(span, span, span)]
delta = np.zeros((39, 39, 39))
delta[19, 19, 19] = 1
green_residual = np.max(np.abs(minus_laplacian(full) - delta))
assert green_residual < 1e-10
assert abs(G0 - G[1, 0, 0] - 1 / 6) < 1e-10

# Far field with its leading lattice correction
for n in [(20, 0, 0), (12, 12, 12), (15, 9, 4)]:
    v = np.array(n, float)
    r = np.linalg.norm(v)
    correction = (5 * np.sum(v**4) / r**4 - 3) / (8 * r**2)
    assert abs(4 * np.pi * r * G[n] - 1 - correction) < 3e-5
axis_ratio = 4 * np.pi * 20 * G[20, 0, 0]

# Sampled 1/(4 pi r), patched at the origin, fails the discrete equation
g = np.arange(-3, 4)
r = np.sqrt(g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2)
patched = np.where(r > 0, 1 / (4 * np.pi * np.where(r > 0, r, 1)), G0)
bad = minus_laplacian(patched)
bad_origin, bad_neighbour = bad[2, 2, 2], bad[3, 2, 2]
assert abs(bad_origin - 1) > 0.01 and abs(bad_neighbour) > 0.01

# Convolution of a random source, including nodes outside its support
rng = np.random.default_rng(4)
source = np.zeros((14, 14, 14))
source[3:10, 3:10, 3:10] = rng.normal(size=(7, 7, 7))
u = convolve_open(source, G)
poisson_residual = np.max(np.abs(minus_laplacian(u)
                                 - source[1:-1, 1:-1, 1:-1]))
assert poisson_residual < 1e-10
for p in [(0, 0, 0), (13, 2, 7)]:
    d = [np.abs(np.arange(14) - c) for c in p]
    assert abs(np.sum(G[np.ix_(*d)] * source) - u[p]) < 1e-12

# Grounded walls moved outward approach the open-boundary solution
charges, target = [(1.0, (1, 0, 0)), (2.0, (0, -1, 2))], (-2, 1, 0)
open_value = sum(q * G[tuple(np.abs(np.array(target) - np.array(p)))]
                 for q, p in charges)
wall_64 = grounded_box(charges, target, 64)
wall_128 = grounded_box(charges, target, 128)
wall_limit = 2 * wall_128 - wall_64
assert abs(wall_limit - open_value) < 2e-4

# Worked example: Gaussian charge +e in vacuum
nm = 1e-9
coulomb = e / (4 * np.pi * epsilon_0 * nm)      # V nm
sigma, side = 0.10, 1.2                         # nm


def gaussian_charge(size):
    h = side / size
    x = (np.arange(size) - size // 2) * h
    f = np.exp(-x**2 / (2 * sigma**2)) * h / np.sqrt(2 * np.pi * sigma**2)
    q = f[:, None, None] * f[None, :, None] * f[None, None, :]
    return h, q / q.sum(), 1 - q.sum()


def open_energy(size):
    h, q, lost = gaussian_charge(size)
    phi = 4 * np.pi * coulomb / h * convolve_open(q, G)
    return h, 0.5 * np.sum(q * phi), phi, lost


def periodic_energy(size, copies):
    h, q, _ = gaussian_charge(size)
    m = size * copies
    a = 2 - 2 * np.cos(2 * np.pi * np.arange(m) / m)
    symbol = a[:, None, None] + a[None, :, None] + a[None, None, :]
    symbol[0, 0, 0] = 1
    qk = fftn(q, s=(m, m, m))
    qk[0, 0, 0] = 0                              # neutralising background
    phi = ifftn(qk / symbol).real[:size, :size, :size]
    return 0.5 * np.sum(q * phi) * 4 * np.pi * coulomb / h


h1, U1, phi, lost = open_energy(24)
h2, U2, _, _ = open_energy(48)
U_cont = coulomb / (2 * np.sqrt(np.pi) * sigma)
err1, err2 = U1 / U_cont - 1, U2 / U_cont - 1
pred1, pred2 = h1**2 / (40 * sigma**2), h2**2 / (40 * sigma**2)
assert abs(err1 / pred1 - 1) < 0.03 and abs(err2 / pred2 - 1) < 0.01
centre_cont = coulomb * np.sqrt(2 / np.pi) / sigma
face_r = side / 2
face_cont = coulomb * erf(face_r / (np.sqrt(2) * sigma)) / face_r
centre, face = phi[12, 12, 12], phi[0, 12, 12]
assert abs(centre / centre_cont - 1) < 0.02
assert abs(face / face_cont - 1) < 0.005
P1, P2 = periodic_energy(24, 1), periodic_energy(24, 2)
shift1, shift2 = P1 - U1, P2 - U1
assert shift1 < 0 and 1.9 < shift1 / shift2 < 2.0
assert abs(shift1) > 10 * abs(U1 - U_cont)

print("Lattice Green function, unit spacing (dimensionless)")
print(f"G(0,0,0) = {G0:.8f}")
print(f"G(1,0,0) = {G[1, 0, 0]:.8f}")
print(f"G(1,1,0) = {G[1, 1, 0]:.8f}")
print(f"G(2,0,0) = {G[2, 0, 0]:.8f}")
print(f"G(0)-G(1,0,0) = {G0 - G[1, 0, 0]:.8f}")
z = zone[(0, 0, 0)]
print(f"k-grid G(0), 128 points per axis = {z[0]:.7f}")
print(f"k-grid G(0), 256 points per axis = {z[1]:.7f}")
print(f"k-grid G(0), extrapolated = {z[2]:.7f}")
print(f"4 pi r G at (20,0,0) = {axis_ratio:.6f}")
print(f"largest residual of equation for G = {green_residual:.1e}")
print(f"largest residual, random source = {poisson_residual:.1e}")
print(f"patched 1/(4 pi r): -Lap at origin = {bad_origin:.4f}")
print(f"patched 1/(4 pi r): -Lap at (1,0,0) = {bad_neighbour:.4f}")
print("Two charges: +1 at (1,0,0), +2 at (0,-1,2); target (-2,1,0)")
print(f"open-boundary potential = {open_value:.6f}")
print(f"grounded cube, side 64 = {wall_64:.6f}")
print(f"grounded cube, side 128 = {wall_128:.6f}")
print(f"grounded cube, extrapolated = {wall_limit:.6f}")
print("Gaussian charge +e in vacuum")
print(f"sigma = {sigma:.2f} nm, box side = {side:.1f} nm")
print(f"e/(4 pi eps0) = {coulomb:.5f} V nm")
print(f"spacing h = {h1:.3f} nm, nodes per axis = {phi.shape[0]}")
print(f"prefactor e/(eps0 h) = {4 * np.pi * coulomb / h1:.2f} V")
print(f"charge fraction cut off before rescaling = {lost:.1e}")
print(f"centre potential: grid {centre:.4f} V")
print(f"centre potential: continuum {centre_cont:.4f} V")
print(f"face potential at {face_r:.1f} nm: grid {face:.4f} V")
print(f"face potential at {face_r:.1f} nm: continuum {face_cont:.4f} V")
print(f"self-energy, continuum = {U_cont:.4f} eV")
print(f"self-energy, h = {h1:.3f} nm: {U1:.4f} eV")
print(f"self-energy, h = {h2:.3f} nm: {U2:.4f} eV")
print(f"relative error, h = {h1:.3f} nm: {100 * err1:.4f} %")
print(f"  predicted h^2/(40 sigma^2): {100 * pred1:.4f} %")
print(f"relative error, h = {h2:.3f} nm: {100 * err2:.4f} %")
print(f"  predicted h^2/(40 sigma^2): {100 * pred2:.4f} %")
print(f"periodic self-energy, side {side:.1f} nm: {P1:.4f} eV")
print(f"  shift from open boundary: {shift1:.4f} eV")
print(f"periodic self-energy, side {2 * side:.1f} nm: {P2:.4f} eV")
print(f"  shift from open boundary: {shift2:.4f} eV")
print("tests ok")
```

Output:

```
Lattice Green function, unit spacing (dimensionless)
G(0,0,0) = 0.25273101
G(1,0,0) = 0.08606434
G(1,1,0) = 0.05519143
G(2,0,0) = 0.04288931
G(0)-G(1,0,0) = 0.16666667
k-grid G(0), 128 points per axis = 0.2516445
k-grid G(0), 256 points per axis = 0.2521878
k-grid G(0), extrapolated = 0.2527311
4 pi r G at (20,0,0) = 1.000630
largest residual of equation for G = 3.7e-15
largest residual, random source = 1.6e-14
patched 1/(4 pi r): -Lap at origin = 1.0389
patched 1/(4 pi r): -Lap at (1,0,0) = -0.0401
Two charges: +1 at (1,0,0), +2 at (0,-1,2); target (-2,1,0)
open-boundary potential = 0.070826
grounded cube, side 64 = 0.064312
grounded cube, side 128 = 0.067567
grounded cube, extrapolated = 0.070822
Gaussian charge +e in vacuum
sigma = 0.10 nm, box side = 1.2 nm
e/(4 pi eps0) = 1.43996 V nm
spacing h = 0.050 nm, nodes per axis = 24
prefactor e/(eps0 h) = 361.90 V
charge fraction cut off before rescaling = 9.9e-09
centre potential: grid 11.6363 V
centre potential: continuum 11.4893 V
face potential at 0.6 nm: grid 2.4033 V
face potential at 0.6 nm: continuum 2.3999 V
self-energy, continuum = 4.0621 eV
self-energy, h = 0.050 nm: 4.0877 eV
self-energy, h = 0.025 nm: 4.0684 eV
relative error, h = 0.050 nm: 0.6322 %
  predicted h^2/(40 sigma^2): 0.6250 %
relative error, h = 0.025 nm: 0.1567 %
  predicted h^2/(40 sigma^2): 0.1562 %
periodic self-energy, side 1.2 nm: 2.4382 eV
  shift from open boundary: -1.6495 eV
periodic self-energy, side 2.4 nm: 3.2432 eV
  shift from open boundary: -0.8446 eV
tests ok
```
